# The Runge-Lenz operator of the Coulomb problem: ordering, Hermiticity and conservation: a numerical check

```python
# Result under test (Hartree atomic units, hbar = m = 1):
#   H = p^2/2 - Z/r, L = r x p, A = (p x L - L x p)/2 - Z r/|r|  is Hermitian, [H,A] = 0.
#   B = p x L - Z r/|r| and Bdag = -L x p - Z r/|r| are not Hermitian,
#   [H,B] = -Z r/|r|^3, [H,Bdag] = +Z r/|r|^3; inside a bound shell B equals A.
# A function is g(x,y,z,r,u) * envelope, u = 1/r, g a polynomial over the rationals
# reduced modulo x^2+y^2+z^2-r^2, r*u-1, I^2+1 (a Groebner basis, so the zero test is exact).
# w = grad(log envelope). Envelope exp(ax+by+cz) with symbolic a,b,c fixes an operator.
import numpy as np
from math import comb, factorial, sqrt, pi
from sympy import ring, QQ
from scipy.constants import physical_constants

R, x, y, z, r, u, I, Z, a, b, c, lam, kap, v1, v2, v3 = ring(
    "x,y,z,r,u,I,Z,a,b,c,lam,kap,v1,v2,v3", QQ)
X = [x, y, z]
IDEAL = [x**2 + y**2 + z**2 - r**2, r*u - 1, I**2 + 1]
half, one, T3 = QQ(1, 2), R.one, range(3)
def nf(g): return g.rem(IDEAL) if g else g
def eps(i, j, k): return (i - j)*(j - k)*(k - i)//2
def total(it): return sum(it, R.zero)
def zero(g): return not nf(g)

class Ops:
    def __init__(s, w): s.w, s.memo = w, {}
    def p(s, j, g):
        if (j, g) not in s.memo:
            s.memo[(j, g)] = nf(-I*(g.diff(X[j]) + X[j]*u*g.diff(r)
                                    - X[j]*u**3*g.diff(u) + s.w[j]*g))
        return s.memo[(j, g)]
    def x(s, j, g): return nf(X[j]*g)
    def cross(s, P, Q, i, g):
        return total(P(j, Q(k, g))*eps(i, j, k) for j in T3 for k in T3 if eps(i, j, k))
    def L(s, i, g): return s.cross(s.x, s.p, i, g)
    def pxL(s, i, g): return s.cross(s.p, s.L, i, g)
    def Lxp(s, i, g): return s.cross(s.L, s.p, i, g)
    def rp(s, g): return total(s.x(j, s.p(j, g)) for j in T3)
    def T(s, g): return total(s.p(j, s.p(j, g)) for j in T3)*half
    def H(s, g): return nf(s.T(g) - Z*u*g)
    def A(s, i, g): return nf((s.pxL(i, g) - s.Lxp(i, g))*half - Z*X[i]*u*g)
    def B(s, i, g): return nf(s.pxL(i, g) - Z*X[i]*u*g)
    def Bdag(s, i, g): return nf(-s.Lxp(i, g) - Z*X[i]*u*g)

# ---------- exact operator identities ----------
o = Ops([a, b, c])
def comm(P, Q): return P(Q(one)) - Q(P(one))
def ix(op, i): return lambda g: op(i, g)
def mul(f): return lambda g: nf(f*g)
V = -Z*u + v1*r + v2*r**2 + v3*u**2          # central potential with free coefficients
dV = V.diff(r) - u**2*V.diff(u)
count = 0
for i in T3:
    pi_, rp = o.p(i, one), o.rp(one)
    for j in T3:
        assert zero(comm(ix(o.x, i), ix(o.p, j)) - I*int(i == j))
        for op in (o.x, o.p, o.A):
            assert zero(comm(ix(o.L, i), ix(op, j))
                        - total(I*op(k, one)*eps(i, j, k) for k in T3))
        count += 4
    C = X[i]*u**3 + I*(X[i]*u**3*rp - u*pi_)
    VpL = I*dV*u*(X[i]*rp - r**2*pi_)
    family = lambda g: nf(o.pxL(i, g) - I*lam*o.p(i, g) - kap*X[i]*u*g)
    checks = [
        comm(ix(o.L, i), o.T), comm(ix(o.L, i), mul(V)),
        o.pxL(i, one) + o.Lxp(i, one) - 2*I*pi_,
        o.pxL(i, one) - (2*X[i]*o.T(one) - o.rp(pi_) + 2*I*pi_),
        o.cross(o.x, o.L, i, one) - (X[i]*rp - r**2*pi_),
        comm(o.T, ix(o.p, i)), comm(o.T, ix(o.pxL, i)), comm(o.T, ix(o.Lxp, i)),
        comm(mul(V), ix(o.p, i)) - I*dV*X[i]*u,
        comm(mul(V), ix(o.pxL, i)) - VpL,
        comm(mul(V), ix(o.Lxp, i)) + VpL + 2*dV*X[i]*u,
        comm(o.T, mul(X[i]*u)) - C,
        comm(lambda g: nf(o.T(g) + V*g), family)
        - (r**2*dV - kap)*C - (lam - 1)*dV*X[i]*u,
        comm(o.H, ix(o.x, i)) + I*pi_,
        o.B(i, one) - o.A(i, one) - I*pi_,
        comm(o.H, ix(o.A, i)),
        comm(o.H, ix(o.B, i)) + Z*X[i]*u**3,
        comm(o.H, ix(o.Bdag, i)) - Z*X[i]*u**3]
    for g in checks: assert zero(g)
    assert not zero(C) and not zero(comm(o.H, ix(o.B, i)))
    count += len(checks)
print("exact operator identities verified:", count)

# ---------- numerical evaluation ----------
class Points:
    def __init__(s, xs, ys, zs, Zv, wt=None):
        rr = np.sqrt(xs**2 + ys**2 + zs**2)
        s.v, s.r, s.Z, s.wt, s.pw = [xs, ys, zs, rr, 1/rr], rr, Zv, wt, {}
    def ev(s, g):
        out = np.zeros(s.r.shape, complex)
        for m, q in g.terms():
            assert not any(m[7:])
            t = np.ones(s.r.shape)
            for k in range(5):
                if m[k]:
                    if (k, m[k]) not in s.pw: s.pw[(k, m[k])] = s.v[k]**m[k]
                    t = t*s.pw[(k, m[k])]
            out += (int(QQ.numer(q))/int(QQ.denom(q)))*(1j**m[5])*(s.Z**m[6])*t
        return out
    def dot(s, f, g): return np.sum(s.wt*np.conj(f)*g)
def sphere(rmax, nr, nt, nphi, Zv):
    t, wr = np.polynomial.legendre.leggauss(nr)
    ct, wc = np.polynomial.legendre.leggauss(nt)
    rr, wr = (t + 1)*rmax/2, wr*rmax/2
    Rr, Ct, Ph = np.meshgrid(rr, ct, 2*pi*np.arange(nphi)/nphi, indexing="ij")
    W = (wr*rr**2)[:, None, None]*wc[None, :, None]*(2*pi/nphi)*np.ones(Rr.shape)
    St = np.sqrt(1 - Ct**2)
    return Points(*(q.ravel() for q in (Rr*St*np.cos(Ph), Rr*St*np.sin(Ph), Rr*Ct)),
                  Zv, W.ravel())
shell = {n: Ops([-Z*q*u*QQ(1, n) for q in X]) for n in (1, 2, 3)}

# chain-rule derivative against central differences (error of order h^2)
g0, pt, h = x*u**3 + r*y*z, np.array([0.7, -0.4, 1.1]), 1e-5
def at(q, g):
    P = Points(q[0:1], q[1:2], q[2:3], 1.0)
    return (P.ev(g)*np.exp(-P.r/2))[0]
for j in T3:
    d = h*np.eye(3)[j]
    assert abs(-1j*(at(pt + d, g0) - at(pt - d, g0))/(2*h) - at(pt, shell[2].p(j, g0))) < 1e-8

# ---------- Hermiticity and weak commutator on Gaussians that do not vanish at r = 0 ----------
par = [(QQ(4, 5), [QQ(3, 10), QQ(-1, 5), QQ(2, 5)], 1 + I*x + y*z*half),
       (QQ(3, 5), [QQ(-1, 10), QQ(3, 10), QQ(-3, 10)], 1 - z*half + I*y)]
fl = lambda q: int(QQ.numer(q))/int(QQ.denom(q))
print("phi ~ (1+ix+yz/2)exp(-0.8|r-(0.3,-0.2,0.4)|^2), lengths in bohr")
print("psi ~ (1-z/2+iy)exp(-0.6|r-(-0.1,0.3,-0.3)|^2), both normalised")
cf = lambda q: f"{q.real:+.6f}{q.imag:+.6f}i"
for Zv in (1.0, 3.0):
    P = sphere(8.0, 60, 24, 32, Zv)
    F = []
    for al, cen, g in par:
        op = Ops([(X[j] - cen[j])*(-2*al) for j in T3])
        env = np.exp(-fl(al)*sum((P.v[j] - fl(cen[j]))**2 for j in T3))
        env = env/sqrt(P.dot(P.ev(g)*env, P.ev(g)*env).real)
        D = {"f": P.ev(g)*env, "H": P.ev(op.H(g))*env}
        for nm in ("A", "B", "Bdag", "p"):
            D[nm] = [P.ev(getattr(op, nm)(i, g))*env for i in T3]
        F.append(D)
    f, s = F
    big = []
    for i in T3:
        A1, A2 = P.dot(f["f"], s["A"][i]), P.dot(f["A"][i], s["f"])
        B1, B2 = P.dot(f["f"], s["B"][i]), P.dot(f["B"][i], s["f"])
        pe = P.dot(f["f"], s["p"][i])
        w1, w2 = P.dot(f["H"], s["A"][i]), P.dot(f["A"][i], s["H"])
        wB = P.dot(f["H"], s["B"][i]) - P.dot(f["Bdag"][i], s["H"])
        force = -Zv*P.dot(f["f"], P.v[i]*P.v[4]**3*s["f"])
        assert abs(A1 - A2) < 1e-9 and abs(w1 - w2) < 1e-9
        assert abs(B1 - P.dot(f["Bdag"][i], s["f"])) < 1e-9
        assert abs(B1 - B2 - 2j*pe) < 1e-9 and abs(wB - force) < 1e-9
        big.append((abs(A1), abs(w1), abs(B1 - B2), abs(wB)))
    assert np.min(np.max(big, axis=0)) > 1e-2
    if Zv == 1.0:
        print("Gaussians, Z=1, z component (A,B: hbar^2/a0; with H: Eh hbar^2/a0)")
        for lab, val in (("<phi|A psi>", A1), ("<A phi|psi>", A2), ("<phi|B psi>", B1),
                         ("<B phi|psi>", B2), ("2i<phi|p psi>", 2j*pe),
                         ("<H phi|A psi>", w1), ("<A phi|H psi>", w2),
                         ("<H phi|B psi>-<Bdag phi|H psi>", wB),
                         ("-Z<phi|z/r^3|psi>", force)):
            print(f"  {lab} = {cf(val)}")

# ---------- bound states n <= 3 ----------
solid = {0: [("s", one)], 1: [("px", x), ("py", y), ("p0", z)],
         2: [("d1", x*y), ("d2", y*z), ("d3", x*z), ("d4", x**2 - y**2),
             ("d0", 2*z**2 - x**2 - y**2)]}
states = []
for n in (1, 2, 3):
    for l in range(n):
        lag = total((Z*r)**k*QQ((-2)**k*comb(n + l, n - l - 1 - k), n**k*factorial(k))
                    for k in range(n - l))
        states += [(f"{n}{nm}", n, nf(lag*Y)) for nm, Y in solid[l]]
act = {}
for nm, n, g in states:
    op, En = shell[n], Z**2*QQ(-1, 2*n*n)
    assert zero(op.H(g) - En*g)
    for i in T3:
        Ag, Bg = op.A(i, g), op.B(i, g)
        assert zero(op.H(Ag) - En*Ag)
        assert all(m[4] == 0 for m in Ag.monoms())      # no 1/r factor: regular at origin
        assert zero(op.H(Bg) - En*Bg + Z*X[i]*u**3*g)
        act[nm, i] = (Ag, Bg)
assert not act["1s", 2][0] and zero(act["1s", 2][1] + Z*z*u)
k = {nm: j for j, (nm, n, g) in enumerate(states)}
ns = np.array([n for nm, n, g in states])
same = ns[:, None] == ns[None, :]
for Zv in (3.0, 1.0):
    P = sphere(90/Zv, 100, 8, 16, Zv)
    env = [np.exp(-Zv*P.r/n) for n in ns]
    env = [e/sqrt(P.dot(P.ev(g)*e, P.ev(g)*e).real) for e, (nm, n, g) in zip(env, states)]
    psi = np.array([P.ev(g)*e for e, (nm, n, g) in zip(env, states)])
    bra = np.conj(psi)*P.wt
    assert np.allclose(bra @ psi.T, np.eye(len(ns)), atol=1e-10)
    E = -Zv**2/(2.0*ns**2)
    dE = E[:, None] - E[None, :]
    tol = 1e-10*Zv**3
    for i in T3:
        Af = np.array([P.ev(act[nm, i][0])*e for e, (nm, n, g) in zip(env, states)])
        Bf = np.array([P.ev(act[nm, i][1])*e for e, (nm, n, g) in zip(env, states)])
        MA, MB = bra @ Af.T, bra @ Bf.T
        Mx, MF = bra @ (P.v[i]*psi).T, bra @ (P.v[i]*P.v[4]**3*psi).T
        assert np.abs(MA - MA.conj().T).max() < tol and np.abs(MA[~same]).max() < tol
        assert np.abs((MB - MA)[same]).max() < tol and np.abs(MA[same]).max() > 0.1
        assert np.abs(MB - MA + dE*Mx).max() < tol
        assert np.abs(dE*MB + Zv*MF).max() < tol
        assert np.abs((MB + MB.conj().T)[~same]).max() < tol and np.abs(MB[~same]).max() > 0.1
        normA = np.sum(np.abs(Af)**2*P.wt, axis=1)
        assert np.abs(normA - np.sum(np.abs(MA)**2, axis=0)).max() < tol
    s1, s2, p2, p3 = k["1s"], k["2s"], k["2p0"], k["3p0"]
    normB = P.dot(Bf[s1], Bf[s1]).real
    assert abs(MA[p2, s2] - Zv/2) < tol and abs(normB - Zv**2/3) < tol
    assert abs(Mx[p2, s1] - 128*sqrt(2)/(243*Zv)) < tol
    assert abs(MB[p2, s1] + 16*sqrt(2)*Zv/81) < tol
    assert abs(Zv*MF[p2, s1] - 2*sqrt(2)*Zv**3/27) < tol

eV = physical_constants["Hartree energy in eV"][0]
cl = lambda q: round(float(np.real(q)), 6) + 0.0
print(f"Hydrogen atom, Z = {Zv:.0f}, {len(ns)} states with n <= 3")
print(f"E1, E2, E3 = {E[s1]:.6f}, {E[p2]:.6f}, {E[p3]:.6f} Eh")
print(f"E2 - E1 = {dE[p2, s1]:.6f} Eh = {dE[p2, s1]*eV:.4f} eV")
print(f"E3 - E1 = {dE[p3, s1]:.6f} Eh")
for pa, pb in (("2p0", "2s"), ("2s", "2p0"), ("2p0", "1s"), ("1s", "2p0"), ("3p0", "1s")):
    print(f"<{pa}|Az|{pb}> = {cl(MA[k[pa], k[pb]]):.6f}, "
          f"<{pa}|Bz|{pb}> = {cl(MB[k[pa], k[pb]]):.6f} hbar^2/a0")
print(f"<2p0|z|1s> = {cl(Mx[p2, s1]):.6f} bohr")
print(f"<3p0|z|1s> = {cl(Mx[p3, s1]):.6f} bohr")
print(f"<2p0|z|2s> = {cl(Mx[p2, s2]):.6f} bohr")
print(f"(E2-E1)<2p0|Bz|1s> = {cl(dE[p2, s1]*MB[p2, s1]):.6f} Eh hbar^2/a0")
print(f"-Z<2p0|z/r^3|1s> = {cl(-Zv*MF[p2, s1]):.6f} Eh hbar^2/a0")
print(f"-Z<2p0|z/r^3|2s> = {cl(-Zv*MF[p2, s2]):.6f} Eh hbar^2/a0")
print(f"|Az 1s|^2 = {cl(normA[s1]):.6f}, |Az 2s|^2 = {cl(normA[s2]):.6f} (hbar^2/a0)^2")
print(f"|Bz 1s|^2 = {normB:.6f} (hbar^2/a0)^2")
for j, nm in ((s1, "1s"), (p2, "2p0"), (p3, "3p0")):
    print(f"fraction of |Bz 1s|^2 in {nm} = {cl(abs(MB[j, s1])**2/normB):.6f}")
print(f"max |Az - Az^dagger| = {np.abs(MA - MA.conj().T).max():.1e} hbar^2/a0")
print(f"max |Az| between shells = {np.abs(MA[~same]).max():.1e} hbar^2/a0")
print(f"max |Bz - Bz^dagger| = {np.abs(MB - MB.conj().T).max():.6f} hbar^2/a0")
print("success")
```

It prints:

```
exact operator identities verified: 90
phi ~ (1+ix+yz/2)exp(-0.8|r-(0.3,-0.2,0.4)|^2), lengths in bohr
psi ~ (1-z/2+iy)exp(-0.6|r-(-0.1,0.3,-0.3)|^2), both normalised
Gaussians, Z=1, z component (A,B: hbar^2/a0; with H: Eh hbar^2/a0)
  <phi|A psi> = -0.043493-0.053970i
  <A phi|psi> = -0.043493-0.053970i
  <phi|B psi> = -0.375458-0.052476i
  <B phi|psi> = +0.288472-0.055464i
  2i<phi|p psi> = -0.663930+0.002989i
  <H phi|A psi> = -0.021372-0.084876i
  <A phi|H psi> = -0.021372-0.084876i
  <H phi|B psi>-<Bdag phi|H psi> = +0.043187-0.016760i
  -Z<phi|z/r^3|psi> = +0.043187-0.016760i
Hydrogen atom, Z = 1, 14 states with n <= 3
E1, E2, E3 = -0.500000, -0.125000, -0.055556 Eh
E2 - E1 = 0.375000 Eh = 10.2043 eV
E3 - E1 = 0.444444 Eh
<2p0|Az|2s> = 0.500000, <2p0|Bz|2s> = 0.500000 hbar^2/a0
<2s|Az|2p0> = 0.500000, <2s|Bz|2p0> = 0.500000 hbar^2/a0
<2p0|Az|1s> = 0.000000, <2p0|Bz|1s> = -0.279351 hbar^2/a0
<1s|Az|2p0> = 0.000000, <1s|Bz|2p0> = 0.279351 hbar^2/a0
<3p0|Az|1s> = 0.000000, <3p0|Bz|1s> = -0.132583 hbar^2/a0
<2p0|z|1s> = 0.744936 bohr
<3p0|z|1s> = 0.298311 bohr
<2p0|z|2s> = -3.000000 bohr
(E2-E1)<2p0|Bz|1s> = -0.104757 Eh hbar^2/a0
-Z<2p0|z/r^3|1s> = -0.104757 Eh hbar^2/a0
-Z<2p0|z/r^3|2s> = 0.000000 Eh hbar^2/a0
|Az 1s|^2 = 0.000000, |Az 2s|^2 = 0.250000 (hbar^2/a0)^2
|Bz 1s|^2 = 0.333333 (hbar^2/a0)^2
fraction of |Bz 1s|^2 in 1s = 0.000000
fraction of |Bz 1s|^2 in 2p0 = 0.234111
fraction of |Bz 1s|^2 in 3p0 = 0.052734
max |Az - Az^dagger| = 3.1e-15 hbar^2/a0
max |Az| between shells = 3.1e-15 hbar^2/a0
max |Bz - Bz^dagger| = 0.558702 hbar^2/a0
success
```
